Exchange-fraction slope of a self-consistent hybrid spin-state gap

**A model with one orbital parameter**

Suppose that the orbitals of a molecule can change in one way only, measured by a small rotation angle p. Let the energy of one spin state be

E(a,p) = ½kp² + a(x + gp), k > 0. (1)

The number a is the fraction of exact exchange. The first term is the energy at a = 0, measured from its minimum. The bracket is what is gained or lost when semilocal exchange is replaced entirely by exact exchange, and it depends on the orbitals through g.

Self-consistency means that E is stationary in p at fixed a:

kp + ag = 0, so p(a) = −ag/k. (2)

Inserting this in (1) gives the self-consistent energy

E(a) = ½k(a²g²/k²) + ax − a²g²/k = ax − a²g²/(2k). (3)

Its slope is

dE/da = x − ag²/k = x + gp(a). (4)

This is the bracket of (1) at the self-consistent angle. The orbitals do respond, since dp/da = −g/k. Their response changes the first term of (1) at the rate kp dp/da = +ag²/k, and it changes the second at the rate ag dp/da = −ag²/k. The two rates cancel.

The response reappears in the second derivative, E'' = −g²/k. For two spin states with parameters (x_T, g_T, k_T) and (x_S, g_S, k_S), the gap E_T − E_S has the slope

(x_T + g_T p_T) − (x_S + g_S p_S), (5)

with each angle taken from its own state. The general proof has to show that the cancellation survives when there are many orbitals, an idempotency constraint and a nonlinear functional.

**The energy and its conditions**

Take real orbitals in a fixed orthonormal basis. A nonorthogonal basis can first be orthonormalised by a transformation that does not depend on a. A spin state is described by one determinant with density matrices Dα and Dβ, written together as D. They obey

Dσ² = Dσ, Tr Dσ = Nσ, (6)

where σ is α or β and Nσ is the number of electrons of that spin. The global-hybrid energy is

E_a[D] = A[D] + a Ex^HF[D] + (1−a) Ex^SL[D]. (7)

Here A contains the kinetic energy, the attraction to the nuclei, the Coulomb repulsion of the density, the correlation functional and the nuclear repulsion. It has no explicit dependence on a. The exact exchange energy is the Fock expression

Ex^HF[D] = −½ Σσ Σ_pqrs (pq|rs) Dσ_ps Dσ_qr, (8)

with two-electron integrals in charge-density order. "Exact" refers to this expression, not to the accuracy of the determinant. Ex^SL is a semilocal functional of the spin densities and their gradients, integrated on a fixed set of points.

Define the exchange difference

X[D] = Ex^HF[D] − Ex^SL[D]. (9)

Then (7) can be rearranged as

E_a[D] = A[D] + Ex^SL[D] + aX[D]. (10)

At fixed D the energy is linear in a, and its partial derivative is X[D].

For the proof, the geometry of each state, the basis, the integration points and the electron numbers are held fixed while a varies. The two states may have different geometries. The orbitals are optimised with the same E_a that supplies the energy. Finally, D(a) follows one smooth branch of solutions; the condition that secures this is given below.

**What self-consistency implies**

Let Fσ be the symmetric matrix that gives the first-order change of the energy at fixed a:

δE_a = Σσ Tr(Fσ δDσ). (11)

This is the generalized Kohn–Sham matrix. Its exact-exchange part is −aKσ, with Kσ_ps = Σ_qr (pq|rs) Dσ_qr: the factor ½ in (8) is removed because the expression is quadratic in Dσ.

An allowed variation rotates the orbitals of one spin. With an antisymmetric matrix κ, the rotated density matrix is exp(tκ) Dσ exp(−tκ), whose derivative at t = 0 is κDσ − Dσκ. The energy changes at the rate

Tr[Fσ(κDσ − Dσκ)] = Tr[κ(DσFσ − FσDσ)], (12)

where the factors have been moved cyclically under the trace. The matrix M = DσFσ − FσDσ is antisymmetric, because Fσ and Dσ are symmetric. We may therefore choose κ = M. Then Tr(M²) = −Σ_pq M_pq², which vanishes only if every element of M vanishes. Stationarity is thus equivalent to

FσDσ = DσFσ. (13)

For a closed-shell singlet with Dα = Dβ, spin symmetry gives Fα = Fβ, and (13) holds for the restricted solution as well.

**The first derivative**

Along the branch, a prime denotes d/da. The chain rule applied to (10), with (11) for the implicit part, gives

dE/da = X[D(a)] + Σσ Tr(Fσ Dσ'). (14)

The last sum is the whole orbital-response contribution. To evaluate it, drop the spin label and differentiate D² = D:

D' = D'D + DD'. (15)

Multiply (15) by D from both sides and use D² = D:

DD'D = DD'D + DD'D, hence DD'D = 0. (16)

Let Q = 1 − D be the projector on the virtual orbitals. Since DQ = QD = 0, multiplying (15) by Q from both sides gives

QD'Q = QD'DQ + QDD'Q = 0. (17)

The response therefore has no occupied–occupied block and no virtual–virtual block. Inserting D + Q = 1 on both sides of D' leaves

D' = DD'Q + QD'D. (18)

Its trace with F is

Tr(FD') = Tr(QFD D') + Tr(DFQ D'). (19)

By (13), QFD = QDF = 0 and DFQ = FDQ = 0. Both terms vanish for each spin, so

dE/da = X[D(a)]. (20)

Apply this to a triplet T and a singlet S, or to any other pair of spin states, and define G(a) = E_T(a) − E_S(a). Subtraction gives

dG/da = X[D_T(a)] − X[D_S(a)]. (21)

This is the stated result. The densities in (21) are self-consistent at the same a at which the slope is wanted. The derivative D' is not needed, but D(a) itself is. As D(a) changes with a, so in general does the slope.

Equation (21) also gives a condition for the sign. A larger exact-exchange fraction lowers the T state relative to S if replacing semilocal by exact exchange lowers the energy more in T than in S. This is a statement about two exchange functionals on two densities. The number of parallel spins does not by itself fix the sign.

**Where the response enters**

Let p now be a vector of independent orbital-rotation parameters, and write E(a,p) for E_a[D(p)] and X(p) for X[D(p)]. The solution obeys

∂E/∂p = 0 at p = p(a). (22)

Let H be the matrix of second derivatives of E with respect to p, and let g = ∂X/∂p. From (10), the mixed derivative ∂²E/∂a∂p is g. Differentiating (22) along the branch gives

g + Hp' = 0. (23)

If the functional is twice continuously differentiable and H is nonsingular, the implicit function theorem guarantees a smooth local branch p(a), and (23) determines its response. Differentiating (20) once more then gives

E'' = dX/da = gᵀp' = −p'ᵀHp'. (24)

The last step uses g = −Hp' and the symmetry of H. If the solution is a nondegenerate minimum in its variational set, H is positive definite and E'' ≤ 0. Each such state energy is concave in a. The gap curvature is a difference of two nonpositive numbers,

G'' = −p_T'ᵀH_T p_T' + p_S'ᵀH_S p_S', (25)

and may have either sign.

A second way to see the response is to freeze the functional at a0 while the densities continue to follow a:

W(a) = E(a0, p(a)). (26)

Its first derivative is (∂E/∂p)ᵀp', which vanishes at a0 by (22). Its second derivative there is p'ᵀHp' plus (∂E/∂p)ᵀp''; the latter vanishes for the same reason. Hence

W'(a0) = 0, W''(a0) = −E''(a0). (27)

The densities move at first order, but the energy of the fixed functional does not. Its separate parts, such as the kinetic energy, generally do.

For a finite change of a, integration of (21) gives

G(a2) − G(a1) = ∫ (X[D_T(a)] − X[D_S(a)]) da, from a1 to a2. (28)

If instead both densities are frozen at a0, (10) makes the gap a straight line in a. By (21), this line is the tangent to the self-consistent gap at a0. Frozen densities therefore give the correct slope at a0 and miss the curvature.

**Relaxed geometries**

Let R denote nuclear coordinates that are relaxed at each a, so that ∂E/∂R = 0 as well as ∂E/∂p = 0. The total derivative is

dE/da = X + (∂E/∂p)ᵀp' + (∂E/∂R)ᵀR' = X. (29)

Thus (21) also gives the slope of the gap between separately relaxed states, with X evaluated at each relaxed geometry. In this derivative the basis functions and integration points may move with the nuclei, provided the energy being minimised includes that motion. If approximate forces leave a residual ∂E/∂R, the last product remains. If a geometry is moved with a by some other rule, the product remains too.

**Silylene as a worked case**

Silylene, SiH₂, is a reactive fragment of silane, a precursor for silicon deposition. Its triplet is open-shell. Consider the PBE functional with a fraction a of its exchange replaced by exact exchange, in the def2-SVP basis. The geometries are round chosen values: Si–H bonds of 1.53 Å and an angle of 92° for the singlet, and 1.49 Å and 118° for the triplet. The gap is the triplet energy minus the singlet energy, without vibrational energy. The singlet is the spin-restricted solution, followed as one branch. It is not the lowest determinant at every a: at a = 0.35 a spin-unrestricted solution with ⟨S²⟩ ≈ 0.03 lies 0.0003 eV lower, and in Hartree–Fock the unrestricted solution lies 0.09 eV lower. Statements on the singlet below refer to the restricted set.

At a = 0.25 the exchange energies on the self-consistent densities give

X_S = −570.5882 − (−567.3067) = −3.2815 eV, (30)

X_T = −571.5703 − (−568.0800) = −3.4903 eV. (31)

With one more digit retained, the slope predicted by (21) is

dG/da = −3.49035 − (−3.28154) = −0.20881 eV, (32)

or −20.15 kJ/mol, per unit of a. An increase of a by 0.1 therefore lowers the gap by about 0.021 eV. These values use 50 radial and 194 angular points per atom. The extra digits serve to test the identities on that fixed grid; on a grid of 99 by 590 points the gap at a = 0.25 falls by 0.0005 eV and the slope becomes −0.2084 eV.

The slope was tested against total energies from separate self-consistent calculations at a = 0.15, 0.20, 0.25, 0.30 and 0.35. Their gaps are 0.65583, 0.64528, 0.63480, 0.62440 and 0.61406 eV. The five-point finite difference of the unrounded energies is −0.20881 eV, equal to (32) at the digits shown; the rounded gaps listed here give −0.20878 eV.

The cancellation in (27) is large in its parts. Along the branch, the kinetic energy rises at a rate of 12.18 eV per unit of a in the singlet and 13.13 eV in the triplet. The difference, +0.96 eV, is more than four times the gap slope in magnitude and has the opposite sign. Yet the full energy of the functional frozen at a = 0.25 changes at a rate below 10⁻⁷ eV per unit of a in each state. The kinetic rates themselves depend strongly on the basis: in def2-TZVP they are about a third smaller. They illustrate the cancellation and are not converged properties of silylene.

The curvature was obtained in three ways: from total energies, from the change of X, and from minus the curvature of W. All three give −0.47353 eV for the singlet and −0.44410 eV for the triplet. Hence

G'' = −0.44410 + 0.47353 = +0.02943 eV. (33)

Both state energies are concave, while in this basis the gap is slightly convex. The curvatures are not converged in the basis: in def2-TZVP they are −0.807 eV for the singlet and −0.808 eV for the triplet, so G'' is about −0.001 eV and even its sign changes. Most of the curvature cancels between the states in this example; nothing in the proof requires such a cancellation elsewhere.

The tangent at a = 0.25 predicts the gap without exact exchange as

G(0) ≈ 0.63480 + 0.25 × 0.20881 = 0.68700 eV. (34)

The quadratic term adds ½ × 0.25² × 0.02943 = 0.00092 eV and gives 0.68792 eV. The direct self-consistent value is 0.68798 eV. The tangent is thus 0.001 eV too low. The integrated law (28) was also tested: between a = 0.15 and 0.35, the integral and the directly computed gap change are both −0.041770 eV.

**How much of the slope is due to geometry?**

The slope (32) compares two electronic states at two different geometries. If the triplet is instead placed at the singlet geometry, the gap becomes 1.0142 eV and the slope −0.1037 eV. The singlet contribution is the same in both comparisons. The remaining part,

−0.2088 − (−0.1037) = −0.1051 eV, (35)

is therefore the change of X_T between the two triplet geometries. With the singlet geometry as the common one, about half of the slope in (32) comes from that change; with the triplet geometry as the common one, the slope is −0.141 eV and the geometric share is about a third. It would be wrong to assign the whole slope to the change of spin at fixed nuclei.

The relaxed-geometry result was tested for the triplet by relaxing the common bond length at a fixed angle of 118°, on a coarser integration grid. The bond shortens from 1.4959 Å at a = 0.20 to 1.4913 Å at a = 0.30. The two relaxed energies give a slope of −3.48719 eV, while X at the mean of the two bond lengths is −3.48724 eV. They differ by 0.00005 eV. This tests (29) for one coordinate of one state; for full relaxation the result rests on the derivation.

**When the formula changes or fails**

Suppose that other coefficients in the functional also vary with a, so that E = Σᵢ cᵢ(a)Eᵢ[D]. Stationarity still removes D', but the slope becomes

dE/da = Σᵢ (dcᵢ/da) Eᵢ[D(a)]. (36)

For (7) the two exchange coefficients have derivatives +1 and −1, and (20) is recovered. If a correlation coefficient c is changed together with a, the slope gains the term (dc/da)Ec, where Ec is the correlation energy that c multiplies.

A quantity O that is not made stationary by the orbitals has the derivative

dO/da = ∂O/∂a + (∂O/∂p)ᵀp', (37)

and its response term generally survives. This applies to a gap corrected afterwards for spin contamination, because the correction depends on ⟨S²⟩ and hence on the orbitals. It also applies to a correlation energy added after the orbitals have been optimised without it. In the present triplet, the determinant has ⟨S²⟩ = 2.0026, compared with 2 for a pure triplet. The contamination is small, but its effect on a projected slope was not computed.

The smooth branch can also be lost. Where H becomes singular, (23) may have no finite solution. If two distinct solutions cross in energy and the lower one is selected at every a, the energy is continuous but its slope can jump from one X to the other. Equation (21) then applies on each side, not at the crossing. If a calculation switches between solutions away from their crossing, the energy itself jumps and a finite difference across the jump is not a derivative. When several self-consistent solutions lie close together, each spin state therefore has to be followed along one and the same solution branch as a varies.

Incomplete convergence affects the two routes differently. For a small orbital error δp, the energy error is ½δpᵀHδp to leading order, because the linear term vanishes. The error of X is gᵀδp, which is first order. The slope formula avoids subtracting nearby total energies, but it needs well-converged orbitals.

**Meaning for the precursor**

Take a temperature of 900 K, which lies in the range used for thermal deposition of silicon from silane. The thermal energy is then 0.0776 eV. At fixed geometries and with other partition factors unchanged, raising a from 0.25 to 0.35 multiplies the model's equilibrium triplet-to-singlet ratio by about exp(0.0209/0.0776) = 1.31. This measures sensitivity to the functional; it is not a prediction of a reactor population. In a reactor silylene is formed and consumed by reactions, so the assumption of spin equilibrium in an isolated molecule need not hold. The size of that departure cannot be obtained from the gap alone.

The electronic errors can be sized in part. In the larger def2-TZVP basis, at the same geometries and a = 0.25, the gap is 0.650 eV and the slope −0.212 eV. The basis change thus moves the gap by 0.015 eV and the slope by 0.003 eV. A frozen-core CCSD(T) calculation in def2-SVP gives a gap of 0.785 eV, which is 0.15 eV above the hybrid value in the same basis. At 900 K such a difference corresponds to a factor of about 7 in the equilibrium ratio. The reference itself omits core correlation, excitations beyond its approximate triples, and the basis-set limit, so it is not the true gap. In def2-TZVP it rises to 0.849 eV, 0.20 eV above the hybrid value in that basis, a factor of about 13 at 900 K.

Changing a does not repair this difference within the range examined. The slope is negative at every sampled fraction from 0 to 0.35, and even at a = 0 the gap is 0.688 eV, still about 0.10 eV below the reference. Equation (21) says how a hybrid gap responds to its exchange fraction. It does not say that the correct gap can be reached by adjusting that fraction.

Computed results

```
SiH2, PBE hybrid, def2-SVP; gap = triplet - singlet
singlet: bond 1.53 angstrom, angle 92 deg
triplet: bond 1.49 angstrom, angle 118 deg
central exchange fraction 0.25, step 0.05
a=0.15: gap 0.65583 eV, X difference -0.21187 eV
a=0.20: gap 0.64528 eV, X difference -0.21031 eV
a=0.25: gap 0.63480 eV, X difference -0.20881 eV
a=0.30: gap 0.62440 eV, X difference -0.20737 eV
a=0.35: gap 0.61406 eV, X difference -0.20598 eV
singlet exact exchange: -570.5882 eV
singlet semilocal exchange: -567.3067 eV
singlet X: -3.28154 eV
singlet energy slope, finite difference: -3.28154 eV
singlet total response slope: 6.3e-08 eV
singlet kinetic response slope: 12.1761 eV
singlet curvature from E, X, fixed functional: -0.47353, -0.47353, -0.47353 eV
triplet exact exchange: -571.5703 eV
triplet semilocal exchange: -568.0800 eV
triplet X: -3.49035 eV
triplet energy slope, finite difference: -3.49035 eV
triplet total response slope: 6.8e-08 eV
triplet kinetic response slope: 13.1312 eV
triplet curvature from E, X, fixed functional: -0.44410, -0.44410, -0.44410 eV
gap slope, finite difference: -0.20881 eV
gap slope, X difference: -0.20881 eV
gap slope: -20.15 kJ/mol
gap curvature: 0.02943 eV
gap change a=0.15 to 0.35, direct: -0.041770 eV
gap change a=0.15 to 0.35, integral: -0.041770 eV
a=0: gap 0.68798 eV, X difference -0.21689 eV
a=0 gap from tangent at a=0.25: 0.68700 eV
a=0 gap from quadratic at a=0.25: 0.68792 eV
triplet relaxed bond at a=0.20: 1.49590 angstrom
triplet relaxed bond at a=0.30: 1.49131 angstrom
relaxed triplet slope (coarse grid): -3.48719 eV
X at relaxed bond (coarse grid): -3.48724 eV
triplet <S^2> at a=0.25: 2.00264
def2-TZVP: gap 0.6497 eV, slope -0.2116 eV
triplet at singlet geometry: gap 1.0142 eV, slope -0.1037 eV
frozen-core CCSD(T)/def2-SVP gap: 0.7854 eV
gap change for a + 0.1, tangent: -0.0209 eV
thermal energy at 900 K: 0.0776 eV
Boltzmann ratio factor for a + 0.1: 1.309
```
